\section*{The Roothaan iteration as alternating minimization: convergence, two-state cycles and level shifts, part 1}

(Sections cited here and not found follow in the second part.)

\section{Alternating descent and its limit}

\subsection{Definitions and conventions}

The setting is closed-shell Hartree--Fock theory in a finite set of $m$ real, orthonormal basis functions, with $N$ electron pairs and $0<N<m$. Hartree atomic units are used. The density matrix $D$ is the orthogonal projector on the space of doubly occupied orbitals, so it belongs to
\begin{equation}
\mathcal P=\{D\in\mathbb R^{m\times m}:\ D=D^T,\ D^2=D,\ \mathrm{Tr}\,D=N\}.
\end{equation}
The spin-summed density matrix is $2D$. With the one-electron matrix $h$ and the two-electron integrals $(pq|rs)$ in charge-density order, define
\begin{align}
J(D)_{pq}&=\sum_{rs}(pq|rs)D_{rs}, & K(D)_{pq}&=\sum_{rs}(pr|qs)D_{rs},\\
G(D)&=2J(D)-K(D), & F(D)&=h+G(D).
\end{align}
The restricted Hartree--Fock energy, including the nuclear repulsion $V$, is
\begin{equation}
E_{\rm HF}(D)=2\,\mathrm{Tr}(hD)+\mathrm{Tr}(G(D)D)+V .
\label{eq:ehf}
\end{equation}
The first term has a factor 2 for spin. The second has no further factor: for occupied orbitals $i,j$ it is $\sum_{ij}[2(ii|jj)-(ij|ij)]$, the usual closed-shell interaction energy.

All matrix norms are Frobenius norms, $\|A\|^2=\mathrm{Tr}(A^TA)$. The eigenvalues $\varepsilon_1\le\varepsilon_2\le\dots$ of a Fock matrix are counted in ascending order, and its gap is $\varepsilon_{N+1}-\varepsilon_N$. The aufbau projector of a symmetric matrix is the projector on its $N$ lowest eigenvectors; it is unique when the gap is positive.

The plain Roothaan iteration is
\begin{equation}
D_{n+1}=\text{aufbau projector of }F(D_n).
\label{eq:roothaan}
\end{equation}
An aufbau solution is a $D$ that is the aufbau projector of its own Fock matrix $F(D)$. A stationary state satisfies the weaker condition $[F(D),D]=0$: its occupied orbitals span an invariant space of $F(D)$, but need not be the lowest ones.

For a code that works in a non-orthogonal basis with overlap matrix $S_{\rm b}$, the matrices used here are
\begin{equation}
D=S_{\rm b}^{1/2}D_{\rm b}S_{\rm b}^{1/2},\qquad F=S_{\rm b}^{-1/2}F_{\rm b}S_{\rm b}^{-1/2},
\label{eq:ao}
\end{equation}
where $D_{\rm b}=CC^T$ is built from the occupied orbital coefficients, with $C^TS_{\rm b}C=1$. Multiplying out gives $[F,D]=S_{\rm b}^{-1/2}(F_{\rm b}D_{\rm b}S_{\rm b}-S_{\rm b}D_{\rm b}F_{\rm b})S_{\rm b}^{-1/2}$.

\subsection{The two-density functional}

For two projectors $D$ and $P$ in $\mathcal P$, define
\begin{equation}
E(D,P)=\mathrm{Tr}(hD)+\mathrm{Tr}(hP)+\mathrm{Tr}(G(D)P)+V .
\label{eq:aux}
\end{equation}
Setting $P=D$ gives $E(D,D)=E_{\rm HF}(D)$. The functional is also symmetric. For the Coulomb part, $(pq|rs)=(rs|pq)$ gives
\begin{equation}
\mathrm{Tr}(J(D)P)=\sum_{pqrs}(pq|rs)D_{rs}P_{pq}=\mathrm{Tr}(J(P)D).
\end{equation}
For the exchange part, exchange the names $p\leftrightarrow r$ and $q\leftrightarrow s$, and use $(rp|sq)=(pr|qs)$, which holds for real functions:
\begin{equation}
\mathrm{Tr}(K(D)P)=\sum_{pqrs}(pr|qs)D_{rs}P_{pq}=\sum_{pqrs}(pr|qs)D_{pq}P_{rs}=\mathrm{Tr}(K(P)D).
\end{equation}
Hence $\mathrm{Tr}(G(D)P)=\mathrm{Tr}(G(P)D)$ and $E(D,P)=E(P,D)$.

At fixed $D$ the functional depends on $P$ linearly:
\begin{equation}
E(D,P)=\mathrm{Tr}(hD)+V+\mathrm{Tr}(F(D)P).
\label{eq:linear}
\end{equation}
Minimizing it over $P$ is therefore a problem of filling fixed orbital levels. The Hartree--Fock energy itself is quadratic in $D$, and a Roothaan step does not in general minimize it.

\subsection{What one diagonalization minimizes}

Let $F$ be symmetric with eigenvectors $u_i$ and eigenvalues $\varepsilon_i$, let $g=\varepsilon_{N+1}-\varepsilon_N$, and let $D_*$ be an aufbau projector of $F$. For any $P\in\mathcal P$ put $p_i=u_i^TPu_i$. Since $P$ is a projector, $p_i=\|Pu_i\|^2$ lies between 0 and 1, and $\sum_ip_i=\mathrm{Tr}\,P=N$. The weight that $P$ places above level $N$ equals the weight it lacks below:
\begin{equation}
q=\sum_{a>N}p_a=N-\sum_{i\le N}p_i=\sum_{i\le N}(1-p_i).
\end{equation}
It follows that
\begin{align}
\mathrm{Tr}\,F(P-D_*)&=\sum_{a>N}\varepsilon_ap_a-\sum_{i\le N}\varepsilon_i(1-p_i)\nonumber\\
&\ge\varepsilon_{N+1}q-\varepsilon_Nq=g\,q .
\end{align}
The weight $q$ is also a distance, because $\mathrm{Tr}\,P^2=\mathrm{Tr}\,D_*^2=N$:
\begin{equation}
\|P-D_*\|^2=2N-2\,\mathrm{Tr}(PD_*)=2N-2\sum_{i\le N}p_i=2q .
\end{equation}
Together,
\begin{equation}
\mathrm{Tr}\,F(P-D_*)\ge\frac g2\|P-D_*\|^2 .
\label{eq:excess}
\end{equation}
Applied to $F(D_n)$, this shows that $D_{n+1}$ minimizes $E(D_n,\cdot)$ over $\mathcal P$. If $g>0$ the minimizer is unique, and the gap sets a lower bound on how steeply the functional rises away from it. The bound is attained when only levels $N$ and $N+1$ are mixed.

\subsection{Descent and vanishing two-step differences}

The convergence statements below assume a uniform gap: there is a number $\gamma>0$ such that every $F(D_n)$ has a gap of at least $\gamma$. It is not enough that each gap is positive, since a sequence of positive gaps can tend to zero.

Define
\begin{equation}
e_n=E(D_n,D_{n+1}),\qquad d_n=\|D_{n+1}-D_{n-1}\|\quad(n\ge1).
\end{equation}
By symmetry $e_{n-1}=E(D_{n-1},D_n)=E(D_n,D_{n-1})$. The values $e_{n-1}$ and $e_n$ thus share the argument $D_n$, and only the other argument has changed, from $D_{n-1}$ to the minimizer $D_{n+1}$. Equations \eqref{eq:linear} and \eqref{eq:excess} give
\begin{equation}
e_{n-1}-e_n=\mathrm{Tr}\,F(D_n)(D_{n-1}-D_{n+1})\ge\frac\gamma2d_n^2 .
\label{eq:descent}
\end{equation}
This is alternating minimization. One slot of the functional holds the even iterates and the other the odd iterates, and each diagonalization replaces the older of the two.

The set $\mathcal P$ is closed and bounded, and $E$ is continuous, so $E$ is bounded below on $\mathcal P\times\mathcal P$. The decreasing sequence $e_n$ therefore has a limit $e_\infty$. Summing \eqref{eq:descent} yields
\begin{equation}
\sum_{n\ge1}d_n^2\le\frac2\gamma(e_0-e_\infty),
\label{eq:square}
\end{equation}
and hence $d_n\to0$. Nothing here forces $D_{n+1}-D_n$ to vanish: the descent compares densities two steps apart.

Without the gap assumption $e_n$ still cannot increase, since any aufbau projector is a minimizer, but the rest can fail. An extreme case is $G=0$ with $h$ a multiple of the unit matrix. Every projector is then an aufbau projector, $E$ is constant, and an arbitrary choice at each step can produce any sequence at all.

\subsection{A bound on the gradient}

The fact that $d_n\to0$ does not yet prove that the even and odd iterates converge. Steps of length $1/n$ have a finite sum of squares and an infinite total length, so a sequence with such steps could drift for ever. Excluding this requires a relation between the remaining descent and the slope of $E$.

A curve in $\mathcal P$ through $P$ can be written to first order as $P+t[\kappa,P]$ with $\kappa^T=-\kappa$. In a basis where $P$ is the unit matrix on the occupied block and zero elsewhere, the diagonal blocks of $\kappa$ commute with $P$ and may be dropped. With virtual--occupied block $k$,
\begin{equation}
\kappa=\begin{pmatrix}0&-k^T\\k&0\end{pmatrix},\qquad
[\kappa,P]=\begin{pmatrix}0&k^T\\k&0\end{pmatrix},\qquad
\|[\kappa,P]\|=\|\kappa\|.
\end{equation}
The derivative of $\mathrm{Tr}(FP)$ along the curve follows from the cyclic property of the trace:
\begin{equation}
\mathrm{Tr}(F[\kappa,P])=\mathrm{Tr}(\kappa(PF-FP))=\mathrm{Tr}(\kappa^T[F,P]).
\end{equation}
The commutator $[F,P]$ is antisymmetric and has no diagonal blocks, so it is itself an allowed $\kappa$. By the Cauchy--Schwarz inequality the largest slope per unit length is reached for $\kappa\propto[F,P]$, and it equals $\|[F,P]\|$. This is the norm of the gradient on $\mathcal P$.

Now evaluate the gradient of $E$ at the pair $(D_n,D_{n+1})$. With respect to $D_{n+1}$ it has norm $\|[F(D_n),D_{n+1}]\|=0$, because $D_{n+1}$ projects on eigenvectors of $F(D_n)$. With respect to $D_n$ the relevant Fock matrix is $F(D_{n+1})$. The previous step gives $[F(D_{n-1}),D_n]=0$, which may be subtracted, and $h$ cancels in the difference:
\begin{equation}
[F(D_{n+1}),D_n]=[F(D_{n+1})-F(D_{n-1}),D_n]=[G(D_{n+1}-D_{n-1}),D_n].
\end{equation}
For symmetric $A$ with virtual--occupied block $A_{vo}$, the commutator with a projector has squared norm $2\|A_{vo}\|^2\le\|A\|^2$. Let $\Lambda$ be the operator norm of $G$, so that $\|G(A)\|\le\Lambda\|A\|$ for symmetric $A$. Then
\begin{equation}
\|\mathrm{grad}\,E(D_n,D_{n+1})\|=\|[F(D_{n+1}),D_n]\|\le\Lambda d_n .
\label{eq:grad}
\end{equation}

\subsection{Convergence of the even and odd iterates}

One theorem is used here without proof. The \L{}ojasiewicz gradient inequality states: if $f$ is a real-analytic function on a real-analytic Riemannian manifold and $X_*$ is a critical point, there are a neighbourhood of $X_*$ and constants $C>0$ and $0<\theta\le\frac12$ such that
\begin{equation}
|f(X)-f(X_*)|^{1-\theta}\le C\|\mathrm{grad}\,f(X)\|
\label{eq:loj}
\end{equation}
for all $X$ in that neighbourhood. It applies because $\mathcal P\times\mathcal P$ is a compact analytic manifold and $E$ is a polynomial in the matrix elements.

Let $X_n$ be the pair formed by $D_n$ and $D_{n+1}$, with the even iterate placed first. Let $\mathcal A$ be the set of accumulation points of $X_n$. It is non-empty and compact. By continuity $E=e_\infty$ on $\mathcal A$, and by \eqref{eq:grad} with $d_n\to0$ every point of $\mathcal A$ is critical. Finitely many of the neighbourhoods in the theorem cover $\mathcal A$. All $X_n$ with $n$ large enough lie in their union, since otherwise a subsequence outside it would have an accumulation point outside $\mathcal A$. Take the largest $C$ and the smallest $\theta$ of this finite collection. Once $t_n=e_n-e_\infty\le1$, a smaller $\theta$ only lowers the left side of \eqref{eq:loj}, so these constants serve for all neighbourhoods. Thus, for $n\ge n_0$,
\begin{equation}
t_n^{1-\theta}\le C\Lambda d_n .
\label{eq:tn}
\end{equation}

If $t_n=0$ for some $n$, the decreasing sequence stays at $e_\infty$. Equation \eqref{eq:descent} then makes all later $d_n$ vanish, and the even and odd iterates are constant from there on. Otherwise $t_n>0$ for all $n$, and \eqref{eq:tn} implies $d_n>0$ and $\Lambda>0$. The function $t^\theta$ is concave and so lies below its tangent at $t_n$. With \eqref{eq:tn} and \eqref{eq:descent},
\begin{align}
t_n^\theta-t_{n+1}^\theta&\ge\theta\,t_n^{\theta-1}(t_n-t_{n+1})\nonumber\\
&\ge\frac{\theta}{C\Lambda d_n}\,\frac{\gamma}{2}\,d_{n+1}^2 .
\end{align}
Solve for $d_{n+1}^2$ and use $\sqrt{ab}\le(a+b)/2$ with $a=d_n$:
\begin{equation}
d_{n+1}\le\frac12d_n+\frac{C\Lambda}{\theta\gamma}\left(t_n^\theta-t_{n+1}^\theta\right).
\end{equation}
In the sum from $n_0$ to $M$ the last term telescopes. Writing $\Sigma=\sum_{n=n_0+1}^{M+1}d_n$, the first term on the right contributes at most $(d_{n_0}+\Sigma)/2$, so
\begin{equation}
\Sigma\le d_{n_0}+\frac{2C\Lambda}{\theta\gamma}\,t_{n_0}^\theta
\end{equation}
for every $M$. The total length $\sum_nd_n$ is finite. The even iterates and the odd iterates are therefore Cauchy sequences, with limits
\begin{equation}
D_{2k}\to D,\qquad D_{2k+1}\to D' .
\end{equation}

\subsection{The two possible outcomes}

Eigenvalues depend continuously on the matrix, so $F(D)$ and $F(D')$ also have gaps of at least $\gamma$. The inequality $E(D_{2k},D_{2k+1})\le E(D_{2k},P)$ holds for every $P\in\mathcal P$ and survives the limit. Hence $D'$ is the aufbau projector of $F(D)$. The same argument for odd steps shows that $D$ is the aufbau projector of $F(D')$. Two cases remain.

If $D=D'$, the whole sequence converges to an aufbau solution. The argument does not show that this solution is the global minimum of $E_{\rm HF}$.

If $D\ne D'$, the iteration approaches a two-state cycle. Neither member is an aufbau solution, because the unique aufbau projector of $F(D)$ is $D'$ and not $D$, and conversely. A member may still be a stationary state, as an example in the second half shows.

Under the uniform gap, longer cycles and persistent drift are excluded. The theorem does not say which of the two outcomes occurs. That depends on how strongly a change of density acts back on the orbital levels, and also on the starting density: in exact arithmetic a run begun exactly at an aufbau solution with a positive gap stays there, even in a system where other starts lead to a cycle. In floating-point arithmetic such a solution can still be left, because rounding errors grow from step to step when it is an unstable fixed point of the iteration.

\section{Cycles, level shifts and a hydrogen chain}

\subsection{Symbols and results carried over}

The density $D$ is a rank-$N$ projector in an orthonormal basis, $F(D)=h+G(D)$ with $G=2J-K$, and norms are Frobenius norms. The functional
\begin{equation}
E(D,P)=\mathrm{Tr}(hD)+\mathrm{Tr}(hP)+\mathrm{Tr}(G(D)P)+V
\end{equation}
is symmetric and satisfies $E(D,D)=E_{\rm HF}(D)$. If $D_*$ is the aufbau projector of $F(D)$ and $g$ is the gap of $F(D)$, then for every rank-$N$ projector $P$
\begin{equation}
E(D,P)-E(D,D_*)\ge\frac g2\|P-D_*\|^2 .
\label{eq:excess2}
\end{equation}
The Roothaan values $e_n=E(D_n,D_{n+1})$ decrease. With a uniform gap $\gamma$, the even and odd iterates converge to $D$ and $D'$, each the aufbau projector of the other's Fock matrix.

\subsection{When a cycle is possible}

Let $\Delta=D-P$. From the definitions,
\begin{align}
E_{\rm HF}(D)+E_{\rm HF}(P)-2E(D,P)
&=\mathrm{Tr}(G(D)D)+\mathrm{Tr}(G(P)P)-2\,\mathrm{Tr}(G(D)P)\nonumber\\
&=\mathrm{Tr}(\Delta G(\Delta)),
\label{eq:identity}
\end{align}
since the terms in $h$ and $V$ cancel and the symmetry of $G$ combines the cross terms. Equivalently,
\begin{equation}
E(D,P)=\tfrac12[E_{\rm HF}(D)+E_{\rm HF}(P)]-\tfrac12\mathrm{Tr}(\Delta G(\Delta)).
\label{eq:mean}
\end{equation}
The two-density functional is thus the mean energy of the two states less half the interaction of their difference with itself. When that interaction is large and positive, the functional rewards two densities that differ. Its value can then lie below every restricted Hartree--Fock energy, so it is not an upper bound to the lowest of them.

The interaction has a direct meaning. The difference of the spin-summed densities is that of $2\Delta$, and its classical Coulomb self-energy is $\frac12\cdot4\,\mathrm{Tr}(\Delta J(\Delta))=2\,\mathrm{Tr}(\Delta J(\Delta))$. This is the Coulomb part of $\mathrm{Tr}(\Delta G(\Delta))$. Exchange subtracts $\mathrm{Tr}(\Delta K(\Delta))$.

Suppose now that $D$ and $D'$ form a cycle, and let $g$ and $g'$ be the gaps of $F(D)$ and $F(D')$. Apply \eqref{eq:excess2} twice, each time comparing a cycle member with the aufbau projector of its own Fock matrix:
\begin{align}
E_{\rm HF}(D)-E(D,D')&\ge\frac g2\|\Delta\|^2,\\
E_{\rm HF}(D')-E(D,D')&\ge\frac{g'}2\|\Delta\|^2,
\end{align}
with $\Delta=D-D'$. Adding these and using \eqref{eq:identity} gives
\begin{equation}
\mathrm{Tr}(\Delta G(\Delta))\ge\frac{g+g'}2\|\Delta\|^2 .
\label{eq:cyclecond}
\end{equation}
Both densities have trace $N$, so $\Delta$ is traceless. Let $\lambda$ be the largest eigenvalue of the quadratic form $\mathrm{Tr}(AG(A))$ on traceless symmetric matrices of unit norm. Then a cycle requires
\begin{equation}
\frac{g+g'}2\le\frac{\mathrm{Tr}(\Delta G(\Delta))}{\|\Delta\|^2}\le\lambda .
\label{eq:sandwich}
\end{equation}
If all gaps along the run are at least $\gamma$ and $\gamma>\lambda$, no cycle can occur, and the plain iteration converges to an aufbau solution. The converse does not hold: $\gamma\le\lambda$ permits a cycle without implying one. The criterion has a narrow reach, because $\lambda$ grows with the basis and with the size of the system and in ordinary bases usually lies far above the gap. For water in cc-pVDZ, $\lambda$ is about 6.3 hartree against a gap of 0.68 hartree, and the plain iteration from the core density converges all the same.

Under a uniform gap, the plain Roothaan iteration converges either to an aufbau solution or to a two-state cycle, and a cycle requires the mean of its two gaps not to exceed $\lambda$. What remains is to show cycles in a two-orbital model and a stretched hydrogen chain, to analyse the level shift that can prevent them, and to turn the results into checks for a program.
